\section*{Vineyard's Prefactor for Vacancy Hopping in Harmonic Transition-State Theory}

\section{What the prefactor has to supply}

A migration barrier alone gives no hop rate. If all saddle frequencies, including the size of the imaginary one, are put in the denominator, the quotient has no unit: for the oxygen hop treated below it is $7006/(1341\times4.674)=1.12$, a pure number. If one ``attempt frequency'' is used instead, the change in stiffness of the other vibrations is lost. The rate needs one more frequency at the minimum than at the saddle.

Consider a crystal with $N$ vibrating coordinates $q_i$, masses $m_i$ and potential $V(\mathbf q)$. The starting minimum has energy $E_0$. One exit leads over a first-order saddle, a stationary point with a single unstable direction, of energy $E_s$. With $\Delta E=E_s-E_0\gg k_BT$, the result is
\begin{equation}
k=\nu^*e^{-\Delta E/k_BT},\qquad
\nu^*=\frac{\prod_{i=1}^{N}\nu_i}{\prod_{j=1}^{N-1}\nu'_j}.
\label{eq:vineyard}
\end{equation}
Here $\nu_i$ are the normal frequencies at the minimum and $\nu'_j$ the real ones at the saddle. All are ordinary frequencies, $\nu=\omega/2\pi$. The rate $k$ belongs to one exit; rates of equivalent exits add.

The derivation assumes classical nuclei, thermal equilibrium in the starting well, no return after crossing, and a quadratic potential over the regions that carry the integrals. The crystal frame is at first fixed.

\section{Rate as a flux}

Let $s_i=\sqrt{m_i}\,q_i$. The kinetic energy is then $\frac12\sum_i\dot s_i^2$, and the velocity along any unit vector $\mathbf n$ in this space is Gaussian with variance $k_BT$. If $K_{ij}=\partial^2V/\partial q_i\partial q_j$, the curvature matrix in the new coordinates is
\begin{equation}
D_{ij}=K_{ij}/\sqrt{m_im_j},
\end{equation}
and its eigenvalues are the squared angular frequencies $\omega^2$.

Place a surface $S$ between the two wells. In a time $dt$, points with normal velocity $v>0$ cross if they lie within $v\,dt$ of $S$. The one-way flux therefore contains
\begin{equation}
\langle v\rangle_+=
\frac{\int_0^\infty v\,e^{-v^2/2k_BT}dv}
{\int_{-\infty}^{\infty}e^{-v^2/2k_BT}dv}
=\frac{k_BT}{\sqrt{2\pi k_BT}}=\sqrt{\frac{k_BT}{2\pi}} .
\end{equation}
The rate is this flux divided by the population of the well:
\begin{equation}
k=\sqrt{\frac{k_BT}{2\pi}}\;
\frac{\int_S e^{-V/k_BT}\,dS}{\int_{\rm well}e^{-V/k_BT}\,d^Ns}.
\label{eq:flux}
\end{equation}
Each successful passage crosses $S$ outward at least once, and recrossings only add to the count. The classical flux is thus an upper bound on the equilibrium passage rate, and the best surface is the one with the least flux.

\section{The two Gaussian integrals}

Near the minimum, normal coordinates $x_i$ give $V=E_0+\frac12\sum_i\omega_i^2x_i^2$. At low temperature the thermal widths $\sqrt{k_BT}/\omega_i$ are small compared with the size of the well, so the limits may be moved to infinity:
\begin{equation}
Z_0=e^{-E_0/k_BT}\prod_{i=1}^{N}\sqrt{\frac{2\pi k_BT}{\omega_i^2}}
=e^{-E_0/k_BT}\frac{(2\pi k_BT)^{N/2}}{\prod_i\omega_i}.
\label{eq:well}
\end{equation}

At the saddle, $D'$ has eigenvalues $-\omega_b^2$ and $\omega_j'^2>0$, $j=1,\dots,N-1$. Take a plane through the saddle with unit normal $\mathbf n$, and let $R$ be the part of $D'$ that acts within the plane. In a basis whose first vector is $\mathbf n$, the cofactor rule for the first diagonal element of the inverse reads $\mathbf n^TD'^{-1}\mathbf n=\det R/\det D'$. With $n_b,n_j$ the components of $\mathbf n$ along the eigenvectors,
\begin{align}
\det R&=\Big(-\omega_b^2\prod_j\omega_j'^2\Big)
\Big(-\frac{n_b^2}{\omega_b^2}+\sum_j\frac{n_j^2}{\omega_j'^2}\Big)\nonumber\\
&=\prod_j\omega_j'^2\;
\Big(n_b^2-\sum_j n_j^2\frac{\omega_b^2}{\omega_j'^2}\Big).
\label{eq:plane}
\end{align}
The flux is proportional to $1/\sqrt{\det R}$, provided that $R$ is positive definite. Since $n_b^2+\sum_jn_j^2=1$, the last bracket is largest, and equal to 1, at $n_b^2=1$. The best plane is normal to the unstable mode, and the integral over it is
\begin{equation}
Z_S=e^{-E_s/k_BT}\frac{(2\pi k_BT)^{(N-1)/2}}{\prod_{j=1}^{N-1}\omega'_j}.
\label{eq:saddle}
\end{equation}
This is why the imaginary frequency is absent: the surface integral does not run along its direction.

Inserting \eqref{eq:well} and \eqref{eq:saddle} in \eqref{eq:flux} gives
\begin{align}
k&=\sqrt{\frac{k_BT}{2\pi}}\,\frac{1}{\sqrt{2\pi k_BT}}\,
\frac{\prod_i\omega_i}{\prod_j\omega'_j}\,e^{-\Delta E/k_BT}\nonumber\\
&=\frac1{2\pi}\,\frac{(2\pi)^N\prod_i\nu_i}{(2\pi)^{N-1}\prod_j\nu'_j}\,
e^{-\Delta E/k_BT}.
\end{align}
The factors of $2\pi$ cancel, which leaves \eqref{eq:vineyard}. With angular frequencies, the factor $1/2\pi$ must be kept.

For $N=1$ the denominator is an empty product, equal to 1, and $\nu^*$ is the well frequency. The same holds for larger $N$ if the hop coordinate is uncoupled at the minimum and the other frequencies are equal at both points.

\section{Masses and free translation}

From the definition of $D$, $\det D=\det K/\prod_i m_i$. Hence
\begin{equation}
\prod_i\omega_i=\sqrt{\frac{\det K}{\prod_i m_i}},\qquad
\omega_b\prod_j\omega'_j=\sqrt{\frac{|\det K'|}{\prod_i m_i}}.
\end{equation}
Dividing the first by the second and multiplying by $\omega_b/2\pi=\nu_b$ gives
\begin{equation}
\nu^*=\nu_b\sqrt{\frac{\det K}{|\det K'|}} .
\label{eq:det}
\end{equation}
The classical prefactor depends on the masses through the unstable mode alone. An atom that does not take part in that mode can change many frequencies, but its mass cancels from the quotient.

A periodic cell of $n$ freely moving atoms has three zero-frequency translations. In mass-weighted space they are orthogonal to the vibrations and to the unstable mode. Integration over them gives the same factor in $Z_0$ and $Z_S$, which cancels. Both determinants in \eqref{eq:det} then vanish, so that form applies as written only to the fixed frame. There remain $3n-3$ frequencies over $3n-4$ real saddle frequencies.

\section{Worked example: an oxygen ion passing a gate}

A vacancy hop is the jump of a neighbouring ion into the empty site. In this model an oxygen ion of 16 u moves in $x,y,z$, and two gate ions of 178.5 u move outward along the squeeze axis $y$ by $u_1,u_2$:
\begin{align}
V={}&U_0(1-x^2/a^2)^2+\tfrac12k_yy^2+\tfrac12k_zz^2
+\tfrac12K_g(u_1^2+u_2^2)\nonumber\\
&+B\,e^{-(r_1-b)/\rho}+B\,e^{-(r_2-b)/\rho},\\
r_{1,2}={}&\sqrt{x^2+z^2+(b+u_{1,2}\mp y)^2}.\nonumber
\end{align}
The chosen values are $U_0=0.55$ eV, $a=0.14$ nm, $B=0.10$ eV, $b=0.20$ nm, $\rho=0.03$ nm, and $k_y,k_z,K_g=400,300,1500$ eV/nm$^2$.

The minimum lies at $x=-0.1435$ nm with energy 0.0441 eV, and the saddle at $x=0$ with 0.7431 eV. The barrier is therefore 0.6990 eV and the hop length 0.287 nm. The frequencies in THz are
\begin{align}
\nu_i&:\;4.550,\ 4.552,\ 6.231,\ 6.704,\ 8.099,\nonumber\\
\nu'_j&:\;4.618,\ 4.686,\ 6.413,\ 9.665,
\end{align}
and $\nu_b=4.674$ THz. Thus
\begin{equation}
\nu^*=\frac{7006.2\ {\rm THz}^5}{1341.2\ {\rm THz}^4}
=5.224\ {\rm THz}=5.22\times10^{12}\ {\rm s}^{-1}.
\end{equation}
At 300 K, $k_BT=0.02585$ eV and the exponent is $-0.6990/0.02585=-27.04$. The rate is 9.5 s$^{-1}$, a mean wait of 0.11 s for this one exit. At 358 K it is $7.6\times10^2$ s$^{-1}$.

The quotient was tested against the flux definition \eqref{eq:flux}, with the full potential integrated numerically over all five coordinates and $S$ at $x=0$. After division by $e^{-\Delta E/k_BT}$, this gives 5.2135 THz at 100 K and 5.2030 THz at 200 K. Linear extrapolation to zero temperature gives $2(5.2135)-5.2030=5.2240$ THz, against 5.2238 THz from the frequencies.

\subsection{What changes the prefactor}

With $B=0$ the motions separate and the transverse frequencies do not change. Then $\nu^*$ is the frequency of the double well, whose curvature at $x=\pm a$ is $8U_0/a^2=224.5$ eV/nm$^2$. Since $\sqrt{1\ {\rm eV\,nm^{-2}\,u^{-1}}}/2\pi=1.563$ THz,
\begin{equation}
\nu^*_{B=0}=1.563\sqrt{224.5/16}\ {\rm THz}=5.86\ {\rm THz}.
\end{equation}
Switching the repulsion on, with the other parameters held fixed, lowers the prefactor by 11\%. The squeeze raises the oxygen stiffness along $y$ from 429 eV/nm$^2$ at the minimum to 607 at the saddle. Taken alone, this gives a factor $\sqrt{429.2/607.4}=0.84$; the other changes, including the stiffer well along the hop, together give 1.06.

The model is symmetric under $x\to-x$, so its unstable mode is pure oxygen motion along $x$. Doubling the gate mass leaves $\nu^*$ at 5.224 THz, while multiplying the oxygen mass by 1.1 gives $5.224/\sqrt{1.1}=4.981$ THz, as \eqref{eq:det} requires. As a formal test, give the frame a mass of 100 u for sliding along $x$; a frame that really carries both gate ions weighs at least 357 u, and the effect is then smaller. The relative velocity has the variance $k_BT(1/16+1/100)$ per u. The prefactor rises by $\sqrt{1+16/100}=1.077$ to 5.626 THz, and the frequency quotient without the zero mode gives the same value.

A poor dividing plane also matters. A normal tilted by $20^\circ$ from $x$ toward $y$ in mass-weighted space raises the flux by 8.2\%.

\section{Corrections and their size}

\textbf{Anharmonicity.} Scale displacements as $\sqrt{k_BT}\,\xi$. Cubic terms of $V/k_BT$ are then of order $\sqrt{k_BT}$ and quartic ones of order $k_BT$. The cubic average vanishes at first order because it is odd, so the first correction is linear in $T$. The integrated flux is 0.6\% below the harmonic value at 300 K and 0.7\% below at 358 K. Very soft modes can make this correction large.

\textbf{Quantum motion.} With $w=h\nu/k_BT$, the classical prefactor can be written $(k_BT/h)\prod_iw_i/\prod_jw'_j$. For a quantum oscillator, the sum over levels, $\sum_ne^{-w(n+1/2)}=1/[2\sinh(w/2)]$, replaces $1/w$. Each $w$ is thus replaced by $2\sinh(w/2)$, which includes the zero-point energy. For the unstable mode we use the known transmission of a parabolic barrier, $1/(1+e^{-2\pi E/\hbar\omega_b})$, with $E$ measured from its top. Setting $\alpha=w_b/2\pi$ and $t=e^{-E/(\alpha k_BT)}$, its thermal average is
\begin{equation}
\int_{-\infty}^{\infty}\!\frac{dE}{k_BT}\,
\frac{e^{-E/k_BT}}{1+e^{-2\pi E/\hbar\omega_b}}
=\alpha\int_0^\infty\!\frac{t^{\alpha-1}}{1+t}\,dt
=\frac{\pi\alpha}{\sin\pi\alpha}=\frac{w_b/2}{\sin(w_b/2)},
\end{equation}
valid for $w_b<2\pi$. Since $2\sinh(w/2)/w\simeq1+w^2/24$ and the tunnelling factor is $\simeq1+w_b^2/24$, the total factor is
\begin{equation}
1+\frac{1}{24}\Big(\frac{\hbar}{k_BT}\Big)^2({\rm tr}\,D-{\rm tr}\,D')+\dots
\end{equation}
At 300 K the vibrational factor is 1.0145 and the tunnelling factor 1.0237. Their product is 1.0385; the leading term gives 1.0371.

\textbf{Recrossing.} Let the unstable coordinate obey $\ddot s=\omega_b^2s-\gamma\dot s+\eta(t)$, with $\langle\eta(t)\eta(t')\rangle=2\gamma k_BT\delta(t-t')$. Let $\lambda$ be the positive root of $\lambda^2+\gamma\lambda=\omega_b^2$. Then $A=\dot s+(\lambda+\gamma)s$ obeys $\dot A=\lambda A+\eta$, because $\omega_b^2=\lambda(\lambda+\gamma)$. A path starting at $s=0$ with velocity $v$ ends on the side given by the sign of $v+\zeta$, where $\zeta=\int_0^\infty e^{-\lambda t}\eta\,dt$ has variance $\gamma k_BT/\lambda$. The sum $\Sigma=v+\zeta$ has variance $\sigma^2=k_BT(1+\gamma/\lambda)$, and the mean of $v$ at given $\Sigma$ is $\Sigma k_BT/\sigma^2$. The net flux of paths that end on the far side is therefore $(k_BT/\sigma^2)(\sigma/\sqrt{2\pi})$. Divided by $\sqrt{k_BT/2\pi}$, this gives
\begin{equation}
\kappa=\frac{1}{\sqrt{1+\gamma/\lambda}}=\frac{\lambda}{\omega_b}
=\sqrt{1+g^2}-g,\qquad g=\frac{\gamma}{2\omega_b}.
\end{equation}
For a chosen friction of 5 ps$^{-1}$, $\omega_b=2\pi\times4.674=29.4$ ps$^{-1}$, $g=0.085$ and $\kappa=0.918$. A simulation of 40\,000 paths gives 0.919. This formula keeps the assumption of equilibrium in the well, which fails if friction is too weak to restore it between hops. The friction stands for degrees of freedom left out of the quotient: if it comes from harmonic lattice modes that are already included in \eqref{eq:vineyard}, their effect is contained in $\nu^*$ and $\kappa$ must not be applied again.

\textbf{Field.} A force $F$ along $x$ adds $-Fx$ to $V$. The shifts of the stationary points change their energies only at order $F^2$, so the barrier falls by $F(x_s-x_0)$ to first order. For charge $2e$ and 1 MV/cm, $F=0.2$ eV/nm and the estimate is $0.2\times0.1435=0.0287$ eV. Relocating both points gives 0.0285 eV. With the prefactor in the field, 5.19 THz, the favoured hop is faster at 300 K by $e^{0.0285/0.02585}\times5.19/5.22\approx3.0$.

\section{Use for hafnia capacitors}

The barrier and hop length are in the rough range expected for a charged oxygen vacancy in hafnia, some tenths of an eV to about 1 eV and near 0.3 nm. The potential is a model, so 9.5 s$^{-1}$ is not a predicted material rate. Ferroelectric hafnia capacitors work at fields of roughly 1 to a few MV/cm, so the field has to enter the rate; at 1 MV/cm acting on the formal charge $2e$ (the effective charge and the local field of a real film differ), the model rate changes by a factor of 3. At this field the first-order barrier shift with the zero-field prefactor is already a good estimate, $e^{0.0287/0.02585}=3.04$ at 300 K. It neglects an energy that grows as $F^2$ (0.8\% in the rate here) and a change of the prefactor that is linear in $F$ (0.7\% here), so at higher fields the stationary points and frequencies should be found with the field included in $V$. Dopants, grain boundaries and unlike oxygen sites give a spread of barriers instead of a single one. A change of 0.1 eV alters the rate by a factor of 48 at 300 K, far more than the quantum, recrossing or anharmonic corrections found here. The oxygen frequencies of the model, 6 to 10 THz, lie below the upper oxygen modes of hafnia, which exceed 20 THz, and the leading quantum term grows as the square of the frequencies: scaling them all by 2.3 raises it from 1.04 to 1.20. The omitted lattice modes also count: if 30 of them each changed the quotient by 1\% in the same direction, it would shift by a factor of 1.35.

For a calculation on a real cell, these conditions follow from the derivation:
\begin{itemize}
\item Displace the same atoms, with the same masses and cell, at both stationary points.
\item Remove the translations, then require no negative eigenvalue at the minimum and one at the saddle.
\item Sum logarithms, $\ln\nu^*=\sum_i\ln\nu_i-\sum_j\ln\nu'_j$. A relative error in any one frequency enters $\nu^*$ at full size. Since $\nu\propto\sqrt{\Lambda}$ for an eigenvalue $\Lambda$ of $D$, this error is $\delta\nu/\nu=\delta\Lambda/2\Lambda$: a given error $\delta\Lambda$ from inaccurate forces weighs most on soft modes.
\item Treat a nearly free or strongly anharmonic mode by its own configuration integral in \eqref{eq:flux}, since its Gaussian width is then no longer small.
\end{itemize}
The numerical output lists the model parameters and the main results.

\section*{Numbers as computed}
\begin{verbatim}
site energy U0 = 0.55 eV, half distance a = 0.14 nm
springs ky, kz, Kg = 400, 300, 1500 eV/nm^2
gate repulsion B = 0.1 eV, b = 0.2 nm, rho = 0.03 nm
masses: oxygen 16.0 u, gate ion 178.5 u
minimum at x = -0.1435 nm, gate shift u = 0.00038 nm
saddle at x = 0.0000 nm, gate shift u = 0.00207 nm
hop length = 0.2871 nm
energy of minimum = 0.0441 eV, of saddle = 0.7431 eV
barrier = 0.6990 eV
initial frequencies = 4.550, 4.552, 6.231, 6.704, 8.099 THz
real saddle frequencies = 4.618, 4.686, 6.413, 9.665 THz
size of imaginary saddle frequency = 4.674 THz
product of 5 initial frequencies = 7006.2 THz^5
product of 4 real saddle ones = 1341.2 THz^4
Vineyard prefactor = 5.2238 THz = 5.224e+12 1/s
prefactor from determinants = 5.2238 THz
flux prefactor by quadrature, 100 K = 5.2135 THz
flux prefactor by quadrature, 200 K = 5.2030 THz
flux prefactor by quadrature, 300 K = 5.1923 THz
flux prefactor by quadrature, 358 K = 5.1860 THz
flux prefactor extrapolated to 0 K = 5.2240 THz
anharmonic factor at 300 K = 0.9940
anharmonic factor at 358 K = 0.9928
oxygen y stiffness, minimum = 429.2 eV/nm^2
oxygen y stiffness, saddle = 607.4 eV/nm^2
prefactor with gate repulsion off = 5.8558 THz
prefactor, gate mass doubled = 5.2238 THz
prefactor, oxygen mass times 1.1 = 4.9807 THz
prefactor, free frame of 100 u = 5.6262 THz
flux excess of plane tilted 20 degrees = 1.0816
kT at 300 K = 0.02585 eV
hop rate at 300 K = 9.460e+00 1/s
mean waiting time at 300 K = 1.057e-01 s
hop rate at 358 K = 7.555e+02 1/s
quantum vibration factor at 300 K = 1.0145
tunnelling factor at 300 K = 1.0237
total quantum factor = 1.0385, leading term 1.0371
recrossing factor, friction 5.0 1/ps = 0.9185
recrossing factor from trajectories = 0.919
field = 1.0 MV/cm, ion charge size = 2 e
barrier lowering by field = 0.02849 eV
first-order barrier lowering = 0.02871 eV
prefactor in field = 5.1876 THz
rate factor of field at 300 K = 2.989
factor if 30 omitted modes shift by 1 percent = 1.348
rate factor of 0.1 eV barrier error, 300 K = 47.9
\end{verbatim}
